# Three-halves-power onset of momentum-forbidden indirect exciton absorption, part 2

In an indirect semiconductor, light and the emission of one phonon create a 1s exciton by a transition forbidden at the band extrema. We seek its absorption near threshold, with energies in eV or meV and lengths in nm. The valence maximum is at wavevector zero, the conduction minimum at $\mathbf k_0$, and $\mathbf Q$ is the exciton's centre-of-mass wavevector measured from $\mathbf k_0$. The excess photon energy is

$$
\varepsilon=\hbar\omega-(E_g-R+\hbar\Omega),
$$

with indirect gap $E_g$, binding energy $R$ and phonon energy $\hbar\Omega$. The two-step coupling is $-V_pV_l/\Delta$, from the light coupling $V_l$, the lattice coupling $V_p$ and $\Delta=E_i-\hbar\omega$, where $E_i$ is the intermediate energy.

For an electron at $\mathbf k_0+\boldsymbol\kappa_e$ from valence state $\boldsymbol\kappa_v$, the matrix element is $V^{-1/2}(\mathbf a\cdot\boldsymbol\kappa_e+\mathbf b\cdot\boldsymbol\kappa_v)$, with $V$ the crystal volume. Along axis $i$ the electron, hole and exciton masses are $m_{e,i}$, $m_{h,i}$ and $M_i=m_{e,i}+m_{h,i}$; $\mu$ is the reduced mass, $k$ the internal wavevector and $m_0$ the free-electron mass. Then

$$
\lambda_i=\frac{m_{e,i}a_i-m_{h,i}b_i}{M_i},
$$

$$
J(\varepsilon)=\frac{1}{12\pi^2}\left(\frac{2}{\hbar^2}\right)^{5/2}
\sqrt{M_1M_2M_3}\left(\sum_iM_i|\lambda_i|^2\right)\varepsilon^{3/2},
$$

$$
G(\varepsilon)=\frac{1}{4\pi^2}\left(\frac{2}{\hbar^2}\right)^{3/2}\sqrt{M_1M_2M_3}\;\varepsilon^{1/2}.
$$

If the amplitude vanishes at $\mathbf Q_0$ and the phonon energy has slope $\hbar\mathbf v$ in $\mathbf Q$, the threshold falls by $\sum_iM_iv_i^2/2$, and

$$
d_i=Q_{0,i}+\frac{M_iv_i}{\hbar},
$$

$$
J_{\rm total}(\varepsilon)=J(\varepsilon)+|\boldsymbol\lambda\cdot\mathbf d|^2\,G(\varepsilon).
$$

The closing table also lists earlier checks: a three-level test of the two-step coupling, a one-dimensional pair test of $\lambda_i$, the amplitude of an odd exciton at $Q=0$ (only its being nonzero is significant), and explicit sums over $\mathbf Q$ testing $J$ and $J_{\rm total}$, the latter called the shifted-node sum.

## The absorption coefficient at a germanium-like edge

The first half considered a 1s exciton of total wavevector $\mathbf k_0+\mathbf Q$, created together with one phonon at an excess energy $\varepsilon$ above threshold. Its matrix element is $F(0)\boldsymbol\lambda\cdot\mathbf Q$, where $F(0)$ is the envelope at zero electron-hole separation. The transition rate per volume is $w=(2\pi/\hbar)|F(0)|^2J$, and $J$ is proportional to $\varepsilon^{3/2}$. If the zero of the amplitude is displaced by $\mathbf d$ from the energy minimum, a term $|\boldsymbol\lambda\cdot\mathbf d|^2G$ is added, where $G\propto\varepsilon^{1/2}$ is the density of exciton states. The task now is to find $\boldsymbol\lambda$ for light and a lattice vibration, and to turn the rate into an absorption coefficient.

Let the vector potential be $A_0\cos\omega t$ along a unit vector $\hat{\mathbf e}$. Its coupling to an electron is $(e/m_0)\mathbf A\cdot\mathbf p$, and the half of the cosine that absorbs light gives $eA_0\,\hat{\mathbf e}\cdot\mathbf p/2m_0$. A crystal of density $\rho$ responds to the emission of one phonon with a displacement matrix element $\sqrt{\hbar(N+1)/(2\rho V\Omega)}$, where $N$ is the thermal phonon number.

The model takes the lattice coupling, an energy per unit displacement, to be $\Xi$ times a component of $\mathbf Q$ transverse to the valley axis. There is one transverse acoustic (TA) branch for each of the two transverse directions. The coupling depends on the transferred wavevector alone, so $\mathbf b=-\mathbf a$. Keeping the path in which light acts first, each branch has along its own direction

$$
|\lambda|^2=\left(\frac{eA_0}{2m_0}\right)^2S_p\,
\frac{\hbar(N+1)}{2\rho\Omega}\left(\frac{\Xi}{\Delta}\right)^2 .
$$

Here $S_p$ is the squared optical momentum summed over the degenerate valence and spin states. For light polarized along $z$, let $P$ be the momentum matrix element between the s-like conduction state and the p-like state $Z$. The six p-like states, spin included, have total strength $2P^2$. Each of the two split-off states has one third of its weight in $Z$, so together they take $2P^2/3$. The four states at the valence edge keep

$$
S_p=\frac43P^2=\frac23m_0E_P,\qquad E_P=\frac{2P^2}{m_0}.
$$

Diagonalizing the spin-orbit coupling of the six states gives the same factor, 1.333333.

The mean intensity in a medium of refractive index $n$ is $I=\tfrac12nc\epsilon_0\omega^2A_0^2$, because the electric field amplitude is $\omega A_0$. The absorption coefficient is absorbed power per volume divided by intensity, $\alpha=\hbar\omega\,w/I$. For $g$ equivalent valleys,

$$
\alpha=\frac{g\pi e^2\hbar(N+1)|F(0)|^2S_p}
{2\rho\Omega m_0^2\epsilon_0nc\,\omega}
\left(\frac{\Xi}{\Delta}\right)^2J_1(\varepsilon).
$$

The field amplitude has cancelled. $J_1$ is $J$ with unit amplitude for each branch, added over the two branches, so $\sum_iM_i|\lambda_i|^2$ is replaced by $2M_t$. With $q_t=\sqrt{2M_t\varepsilon}/\hbar$ and $q_l=\sqrt{2M_l\varepsilon}/\hbar$, the largest transverse and longitudinal wavevectors at energy $\varepsilon$,

$$
J_1=\frac{q_t^2q_l\,(2q_t^2)}{12\pi^2\varepsilon}
=\frac{q_t^4q_l}{6\pi^2\varepsilon}.
$$

Five powers of $\sqrt\varepsilon$ divided by $\varepsilon$ leave $\varepsilon^{3/2}$. For absorption of a phonon, $N+1$ becomes $N$ and the threshold contains $-\hbar\Omega$.

The electron masses in the example are 0.08 transverse and 1.60 longitudinal, in free-electron masses. One isotropic hole mass of 0.30 stands in for the coupled valence bands. The exciton masses are then $M_t=0.38$ and $M_l=1.90$, and the reduced masses are $\mu_t=0.0632$ and $\mu_l=0.2526$. The relative permittivity is $\epsilon_r=16$.

For the 1s envelope I use the trial function

$$
F=\frac{e^{-s}}{\sqrt{\pi a^2b}},\qquad
s^2=\frac{x^2+y^2}{a^2}+\frac{z^2}{b^2}.
$$

In coordinates scaled by $a$, $a$ and $b$ it is spherical. The mean squared derivative is therefore $1/3a^2$ along each transverse axis and $1/3b^2$ along $z$. The mean of $1/r$ separates into a radial part, which equals one, and an average over the cosine $\eta$ of the scaled polar angle. The energy is

$$
\begin{aligned}
E(a,b)&=\frac{\hbar^2}{2}\left(\frac{2}{3a^2\mu_t}+\frac1{3b^2\mu_l}\right)\\
&\quad-\frac{e^2}{4\pi\epsilon_0\epsilon_r}\int_0^1\!
\frac{d\eta}{\sqrt{a^2(1-\eta^2)+b^2\eta^2}} .
\end{aligned}
$$

Its minimum lies at $a=10.33$ nm and $b=6.33$ nm. The binding energy is $R=5.02$ meV, and $|F(0)|^2=1/(\pi a^2b)=4.71\times10^{-4}\ \mathrm{nm^{-3}}$. A larger Gaussian basis gives 5.03 meV and $4.57\times10^{-4}\ \mathrm{nm^{-3}}$. The two densities, and with them the absorption, differ by about 3 percent. The converged density of this model, $4.66\times10^{-4}\ \mathrm{nm^{-3}}$, lies between them. The trial value is 1 percent high. The Gaussian value is 2 percent low, as expected for a finite sum of Gaussians, which is smooth at zero separation and cannot reproduce the cusp of the envelope there. The absorption figures below use the trial value and are therefore about 1 percent high on this account.

With an indirect gap of 0.744 eV and a TA phonon of 8.0 meV, the threshold is $0.744-0.00502+0.0080=0.7470$ eV, or 1660 nm. The direct gap of 0.890 eV then gives $\Delta=0.1430$ eV. The remaining inputs are $E_P=26$ eV, $n=4.1$, $\rho=5.32\ \mathrm{g/cm^3}$, $g=4$ and the round model value $\Xi=20$ eV. At 4 K, $N$ is negligible beside one.

At $\varepsilon=1$ meV, $q_t=0.0999\ \mathrm{nm^{-1}}$ and $q_l=q_t\sqrt{1.90/0.38}=0.223\ \mathrm{nm^{-1}}$. Hence

$$
J_1=\frac{(0.0999)^4(0.223)}{6\pi^2(0.001)}
=3.75\times10^{-4}\ \mathrm{eV^{-1}\,nm^{-5}} .
$$

For the prefactor, insert $S_p$ and write $e^2/(4\pi\epsilon_0\hbar c)=\alpha_f\simeq1/137$. This gives

$$
\alpha=\frac{8\pi^2g\alpha_f}{3}\,\frac{\hbar^2}{m_0}\,
\frac{\hbar(N+1)}{2\rho\Omega}\,|F(0)|^2
\frac{E_P}{n\hbar\omega}\left(\frac{\Xi}{\Delta}\right)^2J_1 .
$$

Here $8\pi^2g\alpha_f/3=0.768$, $\hbar^2/m_0=0.0762\ \mathrm{eV\,nm^2}$ and $\hbar/2\rho\Omega=8.15\times10^{-7}\ \mathrm{nm^5}$. The last two ratios are $E_P/n\hbar\omega=8.49$ and $(\Xi/\Delta)^2=1.96\times10^4$. The product is $1.40\times10^{-9}\ \mathrm{nm^{-1}}$, so that

$$
\alpha\simeq0.0140\ \mathrm{cm^{-1}}
\left(\frac{\varepsilon}{1\ \mathrm{meV}}\right)^{3/2}.
$$

At 2 meV this gives $0.040\ \mathrm{cm^{-1}}$. A separate evaluation at 1 meV, from absorbed power, intensity and an explicit sum over $\mathbf Q$, also gives $0.0140\ \mathrm{cm^{-1}}$. In a single pass, a crystal 1 cm thick would absorb about 1.4 percent of the light entering it at that energy.

The next even, axially symmetric exciton lies 3.64 meV above the 1s level, so these energies are below its threshold. Odd excitons have no constant amplitude here because $\mathbf a+\mathbf b=0$. That cancellation belongs to the chosen coupling. A coupling that senses the electron and hole wavevectors separately would lose it.

The photon's own wavevector sets a lower limit to the law. It is $q=n\omega/c=0.0155\ \mathrm{nm^{-1}}$. The optical step adds $\mathbf q$ to the electron, so the phonon step transfers $\mathbf Q-\mathbf q$, and the zero of the amplitude moves to $\mathbf Q_0=\mathbf q$. Averaged over the four valley axes, the squared transverse part is $2q^2/3$. The formulas for $G$ and $J_1$ give $G/J_1=3/(2q_t^2)$, and the ratio of the square-root term to the main term is

$$
\frac{2q^2}{3}\,\frac{3}{2q_t^2}=\frac{q^2}{q_t^2}=0.024
\quad\text{at }1\ \mathrm{meV}.
$$

Since $q_t^2\propto\varepsilon$, the two terms are equal at about 0.024 meV. Below that energy this model's edge is closer to a square root.

A slope of the phonon energy would act in the same way. At the L point of germanium the linear term of the lattice-dynamical matrix is odd under inversion. The two TA modes there have equal parity, so the term has no matrix element between them and the slope vanishes. Rotation symmetry can also restrict the slope. For a valley on a cube axis, as in silicon, the transverse slope of both TA branches vanishes. On a threefold axis away from L, the two branches can only have equal and opposite transverse slopes. A slope along the valley axis lowers the threshold but leaves $\boldsymbol\lambda\cdot\mathbf d=0$ in this model. A transverse slope common to both branches needs a valley of low symmetry. To see the size of the effect in such a case, take a slope of 5 km/s along one transverse direction, the same for both branches, and keep the masses. The threshold would then fall by $M_tv^2/2=0.027$ meV. With $d=M_tv/\hbar$, the relative square-root term would be $3d^2/2q_t^2=\tfrac32(0.027\ \mathrm{meV})/\varepsilon$, or 4 percent at 1 meV.

The denominator $\Delta$ has been held constant. It shrinks as the photon energy rises, which increases $\alpha$ by 2.9 percent at 2 meV. A larger error comes from its dependence on the internal wavevector $k$. An intermediate pair with electron mass $m_\Gamma=0.04m_0$ and no mutual attraction has the denominator $\Delta(1+k^2\ell^2)$, where

$$
\ell^2=\frac{\hbar^2}{2\Delta}\left(\frac1{m_\Gamma}+\frac1{m_h}\right),
\qquad \ell=2.75\ \mathrm{nm}.
$$

The factor $1/(1+k^2\ell^2)$ is the Fourier transform of $e^{-r/\ell}/(4\pi\ell^2r)$. It replaces $F(0)$ by an average of the envelope over a distance $\ell$. For a spherical envelope $F(0)e^{-r/r_0}$, the amplitude is multiplied by

$$
\frac1{\ell^2}\int_0^\infty\! r\,e^{-r(1/r_0+1/\ell)}dr
=\frac1{(1+\ell/r_0)^2}.
$$

With the mean radius $r_0=(a^2b)^{1/3}=8.78$ nm, the absorption is multiplied by $(1+0.313)^{-4}=0.34$. The factor does not depend on $Q$ to leading order, so the three-halves power survives close to threshold. Corrections grow as $Q^2$ and lower the absorption by a few percent at 1 meV. Attraction between electron and hole in the intermediate state is omitted. In the same spherical model it raises the factor to about 0.5, so 0.34 shows the size of the effect and is not a final correction.

Set beside real germanium, the gaps, phonon energies and electron masses are rough typical values, and the binding energy of 5 meV is close to the roughly 4 meV of the real exciton. The coupling slope $\Xi$ is a model choice, and $\alpha$ scales as its square. Real germanium also breaks the assumption of a single parabolic hole band, since its heavy and light holes are coupled, and the coefficient is sensitive to the hole mass. Replacing the hole mass of 0.30 by 0.075, with the coupling and other material inputs held fixed, lowers the binding energy to 2.5 meV and the absorption coefficient to 0.019 of its former value. The masses in $J_1$ account for a factor of about 0.16, and most of the rest comes from the smaller $|F(0)|^2$. These ratios take $\Delta$ as independent of $k$. The averaging over $\ell$ also depends on the hole mass and would change 0.019 to about 0.03. The coefficient is therefore an order-of-magnitude estimate at best. The power is more secure within the model, but it needs a single 1s level with a parabolic centre-of-mass energy. In real germanium the anisotropic valley and the coupled valence bands split the 1s level by roughly 1 meV, and the coupling can also make the centre-of-mass energy nonparabolic. A measured edge therefore need not follow one three-halves power over the energy range calculated here.

Temperature decides whether the forbidden edge can be seen. A longitudinal acoustic (LA) phonon of 27.5 meV is given an allowed, constant coupling $D=4\times10^8$ eV/cm, or 40 eV/nm. With each process taken 1 meV above its own threshold at 4 K, and the prefactor otherwise held fixed, the ratio of LA to TA emission is

$$
\frac{D^2G/\hbar\Omega_{LA}}{\Xi^2J_1/\hbar\Omega_{TA}}
=\left(\frac{40}{20}\right)^2\frac{3}{2(0.0999)^2}\,\frac{8.0}{27.5}\simeq175 .
$$

The smaller $\Delta$ at the LA threshold would raise this ratio to about 230. The LA emission edge lies 19.5 meV higher, so it does not cover the TA edge. Absorption of a thermal LA phonon starts below the TA edge and does overlap it. At the photon energy 1 meV above the TA threshold, this process has an excess of $1+8+27.5=36.5$ meV. Its strength relative to the TA signal is $2\times10^{-32}$ at 4 K and about 150 at 300 K. The second figure keeps the low-temperature material parameters and counts the 1s exciton alone, leaving out higher levels, unbound pairs and thermal broadening. Within this model, a germanium device at room temperature would have its TA onset buried under allowed absorption, while a cold crystal leaves it exposed. The numerical output below gives the values to more digits than the model's accuracy warrants.

## Table of computed values

```
electron masses transverse, longitudinal: 0.08, 1.60 m0
hole mass: 0.30 m0; relative permittivity: 16.0
exciton masses transverse, longitudinal: 0.38, 1.90 m0
reduced masses: 0.0632, 0.2526 m0
indirect gap, direct gap: 0.744, 0.890 eV
TA, LA phonon energies: 8.0, 27.5 meV
refractive index: 4.1; density: 5.32 g/cm3
Kane energy: 26.0 eV; Gamma electron mass: 0.04 m0
forbidden coupling slope: 20.0 eV
allowed LA coupling: 4.00e+08 eV/cm
temperature: 4.0 K; valleys: 4
two-step coupling, diagonalized: 0.000200 (test energy unit)
two-step coupling, formula: 0.000200 (same unit)
pair slope numeric, formula: 0.133333, 0.133333
odd exciton amplitude at Q=0: 12.5418 (test unit)
optical sum / single squared momentum: 1.333333
trial exciton radii a, b: 10.33, 6.33 nm
binding, trial state: 5.023 meV
binding, Gaussian basis: 5.028 meV
F(0)^2, trial state: 4.7110e-04 nm^-3
F(0)^2, Gaussian basis: 4.5691e-04 nm^-3
gap to next even exciton: 3.642 meV
fitted power from explicit sums: 1.5000
explicit sum / J formula at 1 meV: 1.00240
shifted-node sum / formula: 1.00138
threshold photon energy: 0.74698 eV
threshold wavelength: 1659.8 nm
intermediate energy denominator: 0.14302 eV
transverse Q at 1 meV: 0.0999 nm^-1
absorption coefficient A: 1.4005e-02 cm^-1 meV^-1.5
alpha at excess 0.25 meV: 1.7507e-03 cm^-1
alpha at excess 0.50 meV: 4.9516e-03 cm^-1
alpha at excess 1.00 meV: 1.4005e-02 cm^-1
alpha at excess 2.00 meV: 3.9613e-02 cm^-1
alpha at 1 meV from power sum: 1.4039e-02 cm^-1
alternative hole mass: 0.075 m0
binding with alternative hole: 2.496 meV
A with alternative hole / A: 0.0188
intermediate dispersion length: 2.747 nm
mean exciton radius: 8.775 nm
dispersion factor on alpha: 0.3364
denominator change at 2 meV, effect on alpha: 2.86 %
photon wavevector in crystal: 0.01552 nm^-1
photon square-root term / main term at 1 meV: 2.42 %
test phonon speed: 5.0 km/s
threshold shift for that transverse slope: 0.0270 meV
LA emission / TA emission, each at 1 meV excess: 175.00
LA absorption / TA signal at 4 K: 2.38e-32
LA absorption / TA signal at 300 K: 148.32
```
